# Refraction and the Apparent Contraction of Silicon in X-ray Diffraction: a numerical check

```python
"""Apparent lattice contraction caused by neglecting X-ray refraction.

Result under test, for a symmetric Bragg reflection:
    (d_app - d)/d = -delta/sin(theta)^2,   d_app = wavelength/(2 sin(theta))
d: true plane spacing; theta: measured glancing angle of the band centre;
delta: refractive decrement, mean index n = 1 - delta.
The independent side solves the s-polarised wave equation through a stack
of model atomic planes and reads the angle of the reflected peak.
chi is the local susceptibility (index squared minus one).
"""
import numpy as np
from scipy import constants as const

pc = const.physical_constants
x_unit = pc["Copper x unit"] if "Copper x unit" in pc else pc["Cu x unit"]
wavelength = 1537.400 * x_unit[0] * 1e9       # nm, defines the x unit
lattice = pc["lattice parameter of silicon"][0] * 1e9   # nm
delta = 7.6e-6
spacing = lattice / 4
arcsec = np.pi / (180 * 3600)

# Five equal layers per period: scattering density fills the middle three.
density_chi = -2 * delta / 0.6 * np.array([0, 1, 1, 1, 0], dtype=complex)
modulation_ratio = np.sin(0.6 * np.pi) / (0.6 * np.pi)


def reflectivity(theta, d, periods, layer_chi):
    """Reflected intensity of a stack of planes with vacuum on both sides."""
    k = 2 * np.pi / wavelength
    s = np.sin(theta)
    period = np.broadcast_to(np.eye(2, dtype=complex), (len(theta), 2, 2))
    for chi in layer_chi:
        q = np.sqrt(s**2 + chi + 0j)
        phase = k * q * d / len(layer_chi)
        layer = np.empty((len(theta), 2, 2), dtype=complex)
        layer[:, 0, 0] = layer[:, 1, 1] = np.cos(phase)
        layer[:, 0, 1] = np.sin(phase) / q
        layer[:, 1, 0] = -q * np.sin(phase)
        period = layer @ period
    m = np.linalg.matrix_power(period, periods)
    top = m[:, 1, 0] + 1j*s*(m[:, 1, 1] - m[:, 0, 0]) + s**2 * m[:, 0, 1]
    bottom = m[:, 1, 0] - 1j*s*(m[:, 1, 1] + m[:, 0, 0]) - s**2 * m[:, 0, 1]
    return np.abs(top / bottom)**2


def read_peak(d, periods, layer_chi):
    """Half-height midpoint, angle of maximum, full width, peak height."""
    bragg = np.arcsin(wavelength / (2 * d))
    theta = bragg + np.linspace(-10, 18, 5001) * arcsec
    r = reflectivity(theta, d, periods, layer_chi)
    half = r.max() / 2
    inside = np.flatnonzero(r >= half)
    i, j = inside[0], inside[-1]
    assert i > 0 and j < len(r) - 1
    left = theta[i-1] + (half-r[i-1])/(r[i]-r[i-1])*(theta[i]-theta[i-1])
    right = theta[j] + (half-r[j])/(r[j+1]-r[j])*(theta[j+1]-theta[j])
    return (left + right) / 2, theta[np.argmax(r)], right - left, r.max()


def apparent_strain(theta, d):
    return wavelength / (2 * np.sin(theta)) / d - 1


# Main test: peak position from the wave equation against the formula.
film_periods = 40000
bragg = np.arcsin(wavelength / (2 * spacing))
theta, _, film_width, film_height = read_peak(
    spacing, film_periods, density_chi)
strain_wave = apparent_strain(theta, spacing)
strain = -delta / np.sin(theta)**2
assert abs(strain_wave / strain - 1) < 2e-3
assert round(-strain * 1e5, 1) == 2.4
shift = 2 * delta / np.sin(2 * bragg)
assert abs((theta - bragg) / shift - 1) < 2e-3

# Another spacing tests the dependence on angle.
spacing_111 = lattice / np.sqrt(3)
theta_111 = read_peak(spacing_111, 10000, density_chi)[0]
strain_111 = apparent_strain(theta_111, spacing_111)
assert abs(strain_111 / (-delta / np.sin(theta_111)**2) - 1) < 2e-3

# Same modulation but zero mean susceptibility: the shift must vanish.
theta_zero = read_peak(
    spacing, film_periods, density_chi - density_chi.mean())[0]
assert abs(theta_zero - bragg) < 2e-3 * shift

# Snell's law and the internal Bragg law, applied to the wave-equation angle.
index = 1 - delta
theta_in = np.arccos(np.cos(theta) / index)
assert abs(2*spacing*np.sin(theta_in)*index/wavelength - 1) < 1e-7
part_wavelength = 1 - index
part_bending = 1 - np.sin(theta_in) / np.sin(theta)
assert abs(part_bending / (delta / np.tan(theta)**2) - 1) < 1e-3
assert abs((part_wavelength + part_bending) / (-strain) - 1) < 1e-3

# Exact correction recovers the true spacing from the wave-equation angle.
d_app = wavelength / (2 * np.sin(theta))
d_corrected = wavelength / (2*np.sqrt(np.sin(theta)**2 - 2*delta + delta**2))
assert abs(d_corrected / spacing - 1) < 1e-7
exact_strain = np.sqrt(1 - (2*delta - delta**2) / np.sin(theta)**2) - 1
second_order = exact_strain - strain
assert abs(second_order) < 1e-4 * abs(strain)

# False biaxial stress; rough silicon stiffnesses in GPa.
c11, c12 = 166.0, 64.0
stiffness = np.full((3, 3), c12) + np.eye(3) * (c11 - c12)
strain_per_gpa = np.linalg.solve(stiffness, np.array([1.0, 1.0, 0.0]))
stress = -strain * (c11 - c12) * (c11 + 2*c12) / (2*c12) * 1000
assert abs(stress / (strain / strain_per_gpa[2] * 1000) - 1) < 1e-10

# Film measured against substrate with equal decrement.
film_strain = 1e-3


def observed_spacing(d):
    sine = np.sqrt((wavelength / (2*d))**2 + 2*delta - delta**2)
    return wavelength / (2 * sine)


ratio = observed_spacing(spacing*(1+film_strain)) / observed_spacing(spacing)
residual = ratio - 1 - film_strain
assert abs(residual / (2 * film_strain * strain) - 1) < 0.01

# Thick perfect wafer with rough absorption, concentrated or uniform.
absorption = 14.0                              # inverse mm
beta = absorption * 1e-6 * wavelength / (4 * np.pi)
wafer_periods = 2**22
core = 2j * beta / 0.2 * np.array([0, 0, 1, 0, 0])
mid_w, max_w, width_w, height_w = read_peak(
    spacing, wafer_periods, density_chi + core)
max_uniform = read_peak(spacing, wafer_periods, density_chi + 2j*beta)[1]
strain_mid = apparent_strain(mid_w, spacing)
strain_max = apparent_strain(max_w, spacing)
assert max_w < theta - 0.2 * arcsec
assert abs(max_uniform - theta) < 0.05 * arcsec
assert abs(strain_mid / strain - 1) < 0.10

# Remaining sizes.
expansion = 2.6e-6                             # rough, per K
zero_error = arcsec / np.tan(theta)
electron_density = 8 * 14 / (lattice * 1e-9)**3
delta_free = (pc["classical electron radius"][0] * (wavelength*1e-9)**2
              * electron_density / (2 * np.pi))
assert abs(delta_free / delta - 1) < 0.05

print(f"Wavelength: {wavelength:.7f} nm")
print(f"Silicon lattice parameter: {lattice:.7f} nm")
print(f"True 004 spacing: {spacing:.7f} nm")
print(f"Given decrement delta: {delta:.2e}")
print(f"Free-electron estimate of delta: {delta_free:.3e}")
print(f"Bragg angle without refraction: {np.degrees(bragg):.5f} deg")
print(f"Band-centre angle, wave equation: {np.degrees(theta):.5f} deg")
print(f"Internal glancing angle: {np.degrees(theta_in):.5f} deg")
print(f"sin^2 of band-centre angle: {np.sin(theta)**2:.5f}")
print(f"cot^2 of band-centre angle: {1/np.tan(theta)**2:.5f}")
print(f"Angular shift, formula: {shift/arcsec:.3f} arcsec")
print(f"Angular shift, wave equation: {(theta-bragg)/arcsec:.3f} arcsec")
print(f"Contraction part from wavelength: {part_wavelength:.3e}")
print(f"Contraction part from bending: {part_bending:.3e}")
print(f"Apparent strain, formula: {strain:.4e}")
print(f"Apparent strain, wave equation: {strain_wave:.4e}")
print(f"Apparent 004 spacing: {d_app:.7f} nm")
print(f"Corrected 004 spacing: {d_corrected:.7f} nm")
print(f"Apparent change of lattice parameter: {4*(d_app-spacing):.3e} nm")
print(f"Apparent strain for 111 spacing, wave equation: {strain_111:.3e}")
print(f"Shift with zero mean chi: {(theta_zero-bragg)/arcsec:.5f} arcsec")
print(f"Model film thickness: {film_periods*spacing:.0f} nm")
print(f"Model film peak width: {film_width/arcsec:.2f} arcsec")
print(f"Model film peak reflectivity: {film_height:.3f}")
print(f"Modulation-to-mean ratio of model planes: {modulation_ratio:.3f}")
print(f"Rough stiffnesses C11, C12: {c11:.0f}, {c12:.0f} GPa")
print(f"False biaxial tension: {stress:.2f} MPa")
print(f"Film-substrate strain in relative example: {film_strain:.1e}")
print(f"Residual error of relative strain: {residual:.2e}")
print(f"Second-order term in delta: {second_order:.2e}")
print(f"Rough thermal expansion: {expansion:.1e} per K")
print(f"Temperature error equal to the effect: {-strain/expansion:.1f} K")
print(f"Strain error from 1 arcsec zero error: {zero_error:.2e}")
print(f"Relative wavelength uncertainty: {x_unit[2]/x_unit[0]:.1e}")
print(f"Rough absorption coefficient: {absorption:.0f} per mm")
print(f"Absorption index beta: {beta:.2e}")
print(f"Wafer thickness: {wafer_periods*spacing*1e-6:.3f} mm")
print(f"Wafer peak width: {width_w/arcsec:.2f} arcsec")
print(f"Wafer peak reflectivity: {height_w:.3f}")
print(f"Wafer apparent strain from half-height midpoint: {strain_mid:.3e}")
print(f"Wafer apparent strain from maximum: {strain_max:.3e}")
print(f"Wafer maximum minus band centre: {(max_w-theta)/arcsec:.2f} arcsec")
print("Same with uniform absorption: "
      f"{(max_uniform-theta)/arcsec:.3f} arcsec")
print("PASS")
```

It prints:

```
Wavelength: 0.1540593 nm
Silicon lattice parameter: 0.5431021 nm
True 004 spacing: 0.1357755 nm
Given decrement delta: 7.60e-06
Free-electron estimate of delta: 7.442e-06
Bragg angle without refraction: 34.56432 deg
Band-centre angle, wave equation: 34.56525 deg
Internal glancing angle: 34.56462 deg
sin^2 of band-centre angle: 0.32188
cot^2 of band-centre angle: 2.10675
Angular shift, formula: 3.355 arcsec
Angular shift, wave equation: 3.355 arcsec
Contraction part from wavelength: 7.600e-06
Contraction part from bending: 1.601e-05
Apparent strain, formula: -2.3611e-05
Apparent strain, wave equation: -2.3611e-05
Apparent 004 spacing: 0.1357723 nm
Corrected 004 spacing: 0.1357755 nm
Apparent change of lattice parameter: -1.282e-05 nm
Apparent strain for 111 spacing, wave equation: -1.259e-04
Shift with zero mean chi: -0.00002 arcsec
Model film thickness: 5431 nm
Model film peak width: 5.23 arcsec
Model film peak reflectivity: 0.818
Modulation-to-mean ratio of model planes: 0.505
Rough stiffnesses C11, C12: 166, 64 GPa
False biaxial tension: 5.53 MPa
Film-substrate strain in relative example: 1.0e-03
Residual error of relative strain: -4.73e-08
Second-order term in delta: -1.89e-10
Rough thermal expansion: 2.6e-06 per K
Temperature error equal to the effect: 9.1 K
Strain error from 1 arcsec zero error: 7.04e-06
Relative wavelength uncertainty: 2.8e-07
Rough absorption coefficient: 14 per mm
Absorption index beta: 1.72e-07
Wafer thickness: 0.569 mm
Wafer peak width: 3.57 arcsec
Wafer peak reflectivity: 0.969
Wafer apparent strain from half-height midpoint: -2.345e-05
Wafer apparent strain from maximum: -1.246e-05
Wafer maximum minus band centre: -1.58 arcsec
Same with uniform absorption: 0.001 arcsec
PASS
```
